# Equal Elastic Transmission from Either Side of a Real Barrier

## The result

An electron of energy \(E\) meets a one-dimensional barrier joining two electrodes in which its velocities are \(v_L\) and \(v_R\). Let \(t\) be the amplitude of the transmitted wave for a wave of unit amplitude arriving from the left, and \(t'\) the same quantity for arrival from the right. Then

\[
v_L\,t' = v_R\,t ,
\qquad
T_{L\to R}=\frac{v_R}{v_L}|t|^2=\frac{v_L}{v_R}|t'|^2=T_{R\to L}.
\]

The transmission probability is the same from either side, although the squared amplitudes differ whenever the velocities do. Both directions refer to the same energy and the same potential profile.

In a magnetic tunnel junction with antiparallel magnetizations, an electron of fixed spin can belong to the majority band of one electrode and the minority band of the other. Its wavevectors then differ on the two sides. Within this model, at a given energy and bias, this electron crosses from the majority side to the minority side with the same probability as in the reverse direction. An electron of the opposite spin meets a different potential profile, and its transmission can differ.

## The equation and the scattering states

The electron has a single channel, without spin flips, and obeys

\[
-\frac{\hbar^2}{2}\frac{d}{dx}\!\left(\frac{1}{m(x)}\frac{d\psi}{dx}\right)+V(x)\psi=E\psi .
\]

The mass \(m(x)\) is real and positive and may differ between oxide and metal. The potential \(V(x)\) is local, and for the present real. The barrier occupies \(0\le x\le d\). Outside it, potential and mass are constant, and the wavevectors \(k_L\) and \(k_R\) are real and positive, so both electrodes are open at this energy.

With \(p=\psi'/m\), the equation becomes a first-order pair:

\[
\psi' = m\,p,\qquad p'=\frac{2}{\hbar^2}(V-E)\psi .
\]

At a finite step of \(V\) or \(m\), both right-hand sides stay finite, so \(\psi\) and \(p\) are continuous there. The slope \(\psi'\) itself jumps if the mass does.

The particle flux is \(j=\hbar\,\mathrm{Im}(\psi^*p)\). Its derivative follows from the pair. The term \(\psi'^*p=m|p|^2\) is real and drops out, which leaves

\[
j'=\hbar\,\mathrm{Im}(\psi^*p')=\frac{2}{\hbar}\,(\mathrm{Im}\,V)\,|\psi|^2 .
\]

For real \(V\) the flux is therefore the same at every \(x\).

In the left electrode write \(\psi=Ae^{ik_Lx}+Be^{-ik_Lx}\) and \(s_L=k_L/m_L\). Then \(p=is_L(Ae^{ik_Lx}-Be^{-ik_Lx})\), and

\[
\psi^*p=is_L\left(|A|^2-|B|^2+AB^*e^{2ik_Lx}-A^*Be^{-2ik_Lx}\right).
\]

The last two terms are a number minus its complex conjugate, hence imaginary. Multiplied by \(i\) they become real and do not contribute to the flux. With \(v_L=\hbar s_L=\hbar k_L/m_L\),

\[
j=v_L\left(|A|^2-|B|^2\right).
\]

The right electrode gives the same form with \(s_R=k_R/m_R\) and \(v_R=\hbar s_R\). A transmission probability is a ratio of fluxes, transmitted to incident, and this is why the velocity ratios appear in the result.

The two scattering states are

\[
\psi_L=\begin{cases}e^{ik_Lx}+r\,e^{-ik_Lx}, & x<0\\ t\,e^{ik_R(x-d)}, & x>d\end{cases}
\qquad
\psi_R=\begin{cases}t'e^{-ik_Lx}, & x<0\\ e^{-ik_R(x-d)}+r'e^{ik_R(x-d)}, & x>d.\end{cases}
\]

They exist for the following reason. Start with the wave \(e^{ik_R(x-d)}\) on the right. Its values of \(\psi\) and \(p\) at \(x=d\) fix one solution, which can be continued to the left electrode, where it has some amplitudes \(A\) and \(B\). Constant flux requires \(v_L(|A|^2-|B|^2)=v_R>0\), so \(A\neq0\). Dividing by \(A\) gives \(\psi_L\), with \(t=1/A\neq0\). The same argument started on the left gives \(\psi_R\). Each state is unique: the outgoing condition fixes it up to a factor, and the unit incident amplitude fixes the factor.

## First derivation: the Wronskian of the two states

For two solutions \(f\) and \(g\), with energies \(E_f\) and \(E_g\) in the same potential, define

\[
W[f,g]=f\,p_g-g\,p_f .
\]

This is the usual Wronskian with the mass included. Differentiate it:

\[
W'=f'p_g-g'p_f+f\,p_g'-g\,p_f' .
\]

Because \(f'=mp_f\) and \(g'=mp_g\), the first two terms are \(m(p_fp_g-p_gp_f)=0\). The other two give

\[
W'=\frac{2}{\hbar^2}\left[(V-E_g)-(V-E_f)\right]fg=\frac{2}{\hbar^2}(E_f-E_g)\,fg .
\]

The potential cancels. If the energies are equal, \(W\) is constant through the whole structure, whatever the shape of the barrier. This is the place where the word "elastic" enters.

Now take \(f=\psi_L\) and \(g=\psi_R\) at the same energy. In the left electrode put \(a=e^{ik_Lx}\), so that \(e^{-ik_Lx}=a^{-1}\). The ingredients are

\[
\psi_L=a+ra^{-1},\quad p_L=is_L(a-ra^{-1}),\quad
\psi_R=t'a^{-1},\quad p_R=-is_Lt'a^{-1}.
\]

Therefore

\[
\begin{aligned}
W&=\psi_Lp_R-\psi_Rp_L\\
&=-is_Lt'(1+ra^{-2})-is_Lt'(1-ra^{-2})\\
&=-2is_L\,t' .
\end{aligned}
\]

The reflected wave cancels between the two products. In the right electrode put \(b=e^{ik_R(x-d)}\). There

\[
\psi_L=tb,\quad p_L=is_Rtb,\quad
\psi_R=b^{-1}+r'b,\quad p_R=is_R(-b^{-1}+r'b),
\]

and

\[
\begin{aligned}
W&=is_Rt(-1+r'b^2)-is_Rt(1+r'b^2)\\
&=-2is_R\,t .
\end{aligned}
\]

The two values must agree, so \(s_Lt'=s_Rt\). Multiplication by \(\hbar\) gives

\[
v_L\,t'=v_R\,t .
\]

Insert \(t'=(v_R/v_L)t\) into the flux ratio for incidence from the right:

\[
T_{R\to L}=\frac{v_L}{v_R}|t'|^2=\frac{v_L}{v_R}\left(\frac{v_R}{v_L}\right)^2|t|^2=\frac{v_R}{v_L}|t|^2=T_{L\to R}.
\]

This proves the result. It also gives \(|t|^2/|t'|^2=(v_L/v_R)^2\), which measures the error of comparing squared amplitudes in place of fluxes.

### A limit that can be done by hand

Let the barrier width go to zero, leaving an abrupt junction between the electrodes. For incidence from the left, continuity of \(\psi\) gives \(1+r=t\), and continuity of \(p\), multiplied by \(\hbar\), gives \(v_L(1-r)=v_Rt\). Substituting \(r=t-1\) yields \(v_L(2-t)=v_Rt\), so

\[
t=\frac{2v_L}{v_L+v_R},\qquad t'=\frac{2v_R}{v_L+v_R},\qquad
T=\frac{4v_Lv_R}{(v_L+v_R)^2}.
\]

The expression for \(t'\) follows by exchanging the labels. It satisfies \(v_Lt'=v_Rt\), and \(T\) is symmetric in the two velocities.

For \(v_R/v_L=0.447\), the ratio in the example below, \(|t|^2=(2/1.447)^2=1.91\). This exceeds one, so it cannot be a probability. The flux ratio is \(0.447\times1.91=0.854\). From the other side \(|t'|^2=(0.894/1.447)^2=0.3817\), and \(0.3817/0.447=0.854\) again.

## Second derivation: reversing the motion

The second route constructs \(\psi_R\) out of \(\psi_L\). When \(V\), \(m\) and \(E\) are real, the complex conjugate of a solution is also a solution. Conjugation turns each travelling wave round:

\[
\psi_L^*=\begin{cases}e^{-ik_Lx}+r^*e^{ik_Lx}, & x<0\\ t^*e^{-ik_R(x-d)}, & x>d.\end{cases}
\]

This state has waves arriving from both sides. To obtain \(\psi_R\), the wave arriving from the left, \(r^*e^{ik_Lx}\), must be removed. Subtracting \(r^*\psi_L\) does so. On the left,

\[
\begin{aligned}
\psi_L^*-r^*\psi_L&=e^{-ik_Lx}+r^*e^{ik_Lx}-r^*e^{ik_Lx}-|r|^2e^{-ik_Lx}\\
&=(1-|r|^2)\,e^{-ik_Lx},
\end{aligned}
\]

and on the right,

\[
\psi_L^*-r^*\psi_L=t^*e^{-ik_R(x-d)}-r^*t\,e^{ik_R(x-d)} .
\]

The combination has an incident wave on the right and an outgoing wave alone on the left. Divided by \(t^*\), it has unit incident amplitude, so by uniqueness it is \(\psi_R\). Reading off the coefficients,

\[
t'=\frac{1-|r|^2}{t^*},\qquad r'=-\,r^*\frac{t}{t^*}.
\]

Flux conservation for \(\psi_L\) states \(v_L(1-|r|^2)=v_R|t|^2\). Hence

\[
t'=\frac{v_R}{v_L}\frac{|t|^2}{t^*}=\frac{v_R}{v_L}\,t ,
\]

which is the relation found before, and the equality of the transmission probabilities follows as in the first derivation. The formula for \(r'\) adds that \(|r'|=|r|\): the reflection probabilities agree too, while the phases of the reflected waves need not.

## What each derivation assumes

Both derivations, as written here, assume one channel, a local potential, equal energies and the same profile for the two directions. They differ in their use of reality.

The second derivation uses a real potential twice: to make \(\psi_L^*\) a solution, and to conserve flux. The flux is itself a Wronskian, since

\[
W[\psi^*,\psi]=\psi^*p-\psi p^*=2i\,\mathrm{Im}(\psi^*p)=\frac{2i}{\hbar}\,j .
\]

So this route also rests on Wronskian conservation, but for a state paired with its own conjugate.

The first derivation pairs \(\psi_L\) with \(\psi_R\) and conjugates neither. The potential cancels from \(W'\) even if it is complex. Reality was needed there to show that the scattering states exist, and for an absorber, \(\mathrm{Im}\,V\le0\), they still do. Integrating \(j'\) across the barrier gives

\[
j(0)=j(d)-\frac{2}{\hbar}\int_0^d(\mathrm{Im}\,V)|\psi|^2dx\ \ge\ j(d)>0
\]

for the solution that is outgoing on the right, so again \(A\neq0\). The mirrored argument serves for \(\psi_R\). The transmission probabilities therefore remain equal in the presence of a local absorber. The second derivation fails, because \(\psi_L^*\) now solves the equation with \(V^*\), which is an amplifier. With it goes the guarantee of equal reflection.

What a real potential adds is \(R+T=1\) from each side. Within this one-dimensional local equation, equality of the two transmissions is the more robust statement. It is not unconditional: a scatterer that contains a loop threaded by magnetic flux together with an absorber can transmit differently in the two directions.

## A tunnel junction with unequal electrodes

The parameters are round values in the rough range of a junction with ferromagnetic metal electrodes and an aluminium oxide barrier. The magnetizations are antiparallel. For the chosen spin the band bottom lies 4.5 eV below the Fermi level on the left (majority) and 0.7 eV below it on the right (minority). The barrier is 1.0 nm thick and rises from 2.0 eV to 2.4 eV above the Fermi level at zero bias. The mass is \(0.4\,m_e\) in the oxide and \(m_e\) in the metals.

A bias of 0.2 V lowers the right electrode by 0.2 eV, and the drop is taken as linear across the oxide. The right face of the barrier then stands at 2.2 eV. An electron at the left Fermi level has kinetic energy 4.5 eV on the left and \(0.7+0.2=0.9\) eV on the right. With \(2m_e/\hbar^2=26.247\ \mathrm{eV^{-1}\,nm^{-2}}\), the wavevectors at normal incidence are

\[
k_L=\sqrt{26.247\times4.5}=10.87\ \mathrm{nm^{-1}},\qquad
k_R=\sqrt{26.247\times0.9}=4.860\ \mathrm{nm^{-1}} .
\]

The metal masses are equal, so \(v_R/v_L=k_R/k_L=0.4472\).

Numerical integration of the wave equation, done separately for each direction of incidence, gives \(|t|^2=5.204\times10^{-4}\) and \(|t'|^2=1.0408\times10^{-4}\). Their ratio is 5.00, equal to \((v_L/v_R)^2=4.5/0.9\). The flux ratios are

\[
\begin{aligned}
T_{L\to R}&=0.4472\times5.204\times10^{-4}=2.327\times10^{-4},\\
T_{R\to L}&=\frac{1.0408\times10^{-4}}{0.4472}=2.327\times10^{-4}.
\end{aligned}
\]

In a linear barrier the wave equation is also solved by Airy functions. Matching them at the two faces reproduces both values to the seven digits shown in the numerical output.

With masses in units of \(m_e\), the Wronskian has magnitude \(2k_R|t|=2\times4.860\times0.02281=0.2217\ \mathrm{nm^{-1}}\). The integrated solutions give 0.2217 at the left face, in the middle and at the right face. If the state from the right is instead taken 0.1 eV higher in the same profile, the Wronskian changes across the barrier by 12% of its magnitude at the left face. The change agrees with the integral of \(W'\) derived above.

The equality does not depend on the simple shape. It was also tested on eight randomly generated real potential profiles, 1 nm wide, with position-dependent mass and unequal electrodes. Some of these profiles dip below the electron's energy over part of their width. The largest relative mismatch between the two directions was \(2\times10^{-10}\).

An absorbing term of \(-0.3i\) eV throughout the oxide separates the two derivations. Both transmissions fall to \(2.014\times10^{-4}\) and stay equal. The reflection probabilities become 0.86 from the left and 0.91 from the right, so about 14% and 9% of the incident flux is absorbed.

## Consequences and limits for transport

The equality is needed for equilibrium. In one channel, right-moving states in an interval \(dk\) have density \(dk/2\pi\) per unit length and carry the flux \(v\,dk/2\pi\). Since \(dE=\hbar v\,dk\), this is \(dE/h\), with no velocity left in it. Both electrodes therefore send the same flux per unit energy towards the barrier when their states are filled. With occupations \(f_L\) and \(f_R\), the net flux per unit energy is

\[
\frac{1}{h}\left(T_{L\to R}f_L-T_{R\to L}f_R\right)=\frac{T}{h}(f_L-f_R),
\]

which vanishes when the occupations are equal. Using \(|t|^2\) and \(|t'|^2\) as probabilities would make the flow from the left five times the flow from the right at equal occupation in this example, and would predict a current in equilibrium.

The theorem does not make the current symmetric under reversal of the bias, because that changes the profile. Keep the spin and the magnetizations fixed, reverse the 0.2 V, and take an electron at the Fermi level of the right electrode, which now emits. Its kinetic energies are 4.7 eV on the left and 0.7 eV on the right, and the barrier stands 1.8 eV above it at the left face and 2.4 eV at the right. The transmission is \(2.078\times10^{-4}\) in both directions, which is 0.893 of the forward-bias value. Each profile obeys the theorem, and the two profiles differ. This ratio refers to one spin at one energy. Integrating \(T\) over the bias window at zero temperature and normal incidence, the reversed-bias current is 0.88 of the forward one for this spin and 1.15 for the opposite spin, so that for both spins together the ratio is 1.006 and the asymmetry nearly cancels in this model.

If the right band bottom lies above \(E\), the wave there is a decaying real exponential. It carries no flux, so flux conservation gives \(|r|=1\) and \(T_{L\to R}=0\). There is then no incident wave on the right with which to form the reverse probability.

In a planar junction whose layers are uniform in the plane, the transverse wavevector \(q\) is conserved. It adds the real term \(\hbar^2q^2/2m(x)\) to the potential, and the proof applies for each \(q\) at which both electrodes are open.

## The model beside a real junction

Oxide thicknesses near 1 nm and barriers of a few eV are in the rough range of real junctions; parabolic bands are a crude stand-in for a ferromagnet. The value of \(T\) is much less secure than its symmetry. Each of the following changes was made alone, at forward bias, and multiplies \(T\) by the factor given.

- Image-force lowering, with relative permittivity 3 and the barrier not allowed below the electron's energy: 41. This is an overestimate: the full image energy between two conducting planes, with the same floor, gives 9.5. Both numbers depend on the floor; letting the barrier fall to the band bottom of the adjacent electrode raises them to 87 and 16. The term subtracted from the barrier, \(1.15\,\lambda d^2/[x(d-x)]\) with \(\lambda=e^2\ln 2/(8\pi\varepsilon d)\), is 1.6 (near the faces) to 2.3 (in the middle) times the image energy of a charge between two conducting planes, which midway between them is \(e^2\ln 2/(4\pi\varepsilon d)\).
- Two-band dispersion in the oxide, replacing the local barrier height \(u\) by \(u(1-u/E_g)\) with a rough gap \(E_g=7\) eV: 5.2. Putting the factor \(1-u/E_g\) into the oxide mass instead gives the same local decay constant but different matching at the faces, and the factor on \(T\) becomes 3.9.
- An oxide thicker by 0.1 nm, with the face heights held fixed: 0.39.
- A transverse wavevector of \(1\ \mathrm{nm^{-1}}\): 0.78.
- An energy higher by the thermal energy at 300 K, 0.026 eV: 1.08.

In all five cases the two directions still agree. The first two factors show that \(2.3\times10^{-4}\) is a property of the bare trapezoidal barrier and not a prediction for a device. The barrier slope corresponds to 2 MV/cm at forward and 6 MV/cm at reversed bias, below a rough breakdown field of 10 MV/cm. Real junctions also have rough interfaces and disordered oxides, which mix transverse wavevectors, and electrons can exchange energy or flip their spin while tunnelling. These processes break the single-channel elastic assumption, and their effect on \(T\) is not estimated here.

## Numbers as computed

```
band bottom below Fermi level, left / right: 4.5 / 0.7 eV
barrier height at zero bias, left / right: 2.0 / 2.4 eV
barrier width: 1.0 nm; oxide mass: 0.4 m_e; bias: 0.2 V
barrier height at right face under bias: 2.20 eV
2 m_e/hbar^2: 26.2468 1/(eV nm^2)
kinetic energy left / right: 4.50 / 0.90 eV
wavevector left: 10.8679 1/nm
wavevector right: 4.8603 1/nm
velocity left: 1.2581e+06 m/s
velocity right: 5.6266e+05 m/s
velocity ratio vR/vL: 0.44721
|t|: 2.28122e-02
|t'|: 1.02019e-02
|t'|/|t|: 0.44721
|t|^2: 5.20395e-04
|t'|^2: 1.04079e-04
|t|^2/|t'|^2: 5.0000
T left to right, integration: 2.327276e-04
T right to left, integration: 2.327276e-04
T left to right, Airy matching: 2.327276e-04
T right to left, Airy matching: 2.327276e-04
|W| at left face / middle / right face: 0.221746 / 0.221746 / 0.221746 1/nm
energy difference in drift test: 0.1 eV
relative Wronskian drift across barrier: 0.1165
random barriers tested: 8; largest T mismatch: 2e-10
absorber strength: 0.3 eV
absorber, T left to right: 2.01356e-04
absorber, T right to left: 2.01356e-04
absorber, R from left / right: 0.8635 / 0.9087
closed right electrode, R from left: 1.000000
reversed bias, T left to right: 2.07829e-04
reversed bias, T right to left: 2.07829e-04
T reversed bias / T forward bias: 0.8930
rough inputs: fast permittivity 3.0, oxide gap 7.0 eV
thermal energy at 300 K: 0.0259 eV
factor on T, image-force lowering: 41.156
factor on T, two-band oxide dispersion: 5.229
factor on T, oxide thicker by 0.1 nm: 0.391
factor on T, transverse wavevector 1 /nm: 0.784
factor on T, energy raised by kT: 1.076
barrier field, forward / reversed bias: 2.0 / 6.0 MV/cm
rough breakdown field (input): 10 MV/cm
```
